# Spin expectation of a magnon in an elliptically precessing ferromagnetic film

**The argument under review**

The manuscript considers a thin ferromagnetic film magnetized in its plane by a static field, and asks how many magnons a microwave pulse has created. It reasons in three steps. The spin along the field is $S_z=S-a^\dagger a$ with a boson number $a^\dagger a$, so one magnon lowers $S_z$ by $\hbar$. Each microwave photon brings $\hbar$ of angular momentum, which confirms the first step. Hence the measured loss of $S_z$, divided by $\hbar$, is the number of magnons.

The operator identity is correct. The question is whether the boson counted by $a^\dagger a$ is the magnon, and whether the microwave field is the only body that exchanges angular momentum with the spins.

**The uniform mode**

I set $\hbar=1$ and write fields as energies, $b=g\mu_BB_0$ for the static field $B_0$. Let $z$ be the static field direction and $x$ the film normal. $\mathbf S$ is the effective spin, defined as the magnetic moment divided by $g\mu_B$; it points along the moment, opposite to the true electron spin. This reversal changes the sign of the commutators, so I take the axes $x,y,z$ left-handed, which restores the usual rule $[S_x,S_y]=iS_z$. Vector products below are formed from components by the usual formula. Tilting the magnetization out of the plane costs demagnetizing energy, so for the uniform mode

$$H=-bS_z+\frac{D}{2S}S_x^2,\qquad D=g\mu_B\mu_0M_s .$$

For small deviations and large $S$, $S_x\simeq\sqrt{S/2}\,(a+a^\dagger)$. Since $(a+a^\dagger)^2=a^2+a^{\dagger2}+2a^\dagger a+1$, apart from a constant

$$H=A\,a^\dagger a+\frac B2\left(a^2+a^{\dagger2}\right),\qquad A=b+\frac D2,\quad B=\frac D2 .$$

The second term creates and destroys the $a$ bosons in pairs. A state with one such boson is therefore not an eigenstate, and the magnon must be found by a further transformation,

$$a=u\,c-v\,c^\dagger,\qquad u^2-v^2=1,$$

where the condition keeps $[c,c^\dagger]=1$. Substitution gives

$$a^\dagger a=(u^2+v^2)c^\dagger c+v^2-uv(c^2+c^{\dagger2}),$$
$$a^2+a^{\dagger2}=(u^2+v^2)(c^2+c^{\dagger2})-2uv(2c^\dagger c+1).$$

The terms in $c^2+c^{\dagger2}$ cancel if $2uv/(u^2+v^2)=B/A$. Together with $(u^2+v^2)^2-(2uv)^2=1$ this yields

$$u^2+v^2=\frac A\omega,\qquad 2uv=\frac B\omega,\qquad \omega=\sqrt{A^2-B^2}=\sqrt{b(b+D)} .$$

The coefficient of $c^\dagger c$ in $H$ is $A(u^2+v^2)-2Buv=(A^2-B^2)/\omega=\omega$, so $c^\dagger$ creates the magnon. In the ground state $\langle a^\dagger a\rangle=v^2$; with one magnon it is $u^2+2v^2$. The drop of $\langle S_z\rangle$ per magnon is the difference,

$$s=u^2+v^2=\frac A\omega .$$

In this harmonic model $s\ge1$, with equality when $B=0$. Then the energy is symmetric under rotation about $z$, $S_z$ commutes with $H$, and the manuscript's first step holds. For $b\gg D$ the excess is small, $s-1\simeq B^2/(2A^2)\simeq D^2/(8b^2)$. For $b\ll D$, $s\simeq\frac12\sqrt{D/b}$ grows without limit as the mode softens. The harmonic result fails there once the deviation is no longer small compared with $S$.

Take a film with $B_0=50$ mT, $\mu_0M_s=1$ T and $g=2.1$. Then $A=66.86$ µeV and $\omega=27.85$ µeV (6.73 GHz), so

$$s=\frac{66.86}{27.85}=2.40 .$$

The boson number rises from 0.70 in the ground state to 3.10. Numerical diagonalization of the macrospin $H$ for $S=300$ and $S=600$, extrapolated linearly in $1/S$, also gives a drop of 2.40. The moment falls by $2.1\times2.40=5.04$ Bohr magnetons per magnon.

**What a single measurement would show**

A noninteger expectation does not mean a noninteger outcome. Inverting the transformation gives $c=ua+va^\dagger$. The ground state obeys $c|0\rangle=0$, which is solved by

$$|0\rangle=N e^{-ta^{\dagger2}/2}|\mathrm{vac}\rangle,\qquad t=\frac vu,$$

because $a$ acting on the exponential produces $-ta^\dagger$. Its norm is the binomial series $\sum_m (2m)!\,t^{2m}/(4^m m!^2)=(1-t^2)^{-1/2}$, so $N^2=(1-t^2)^{1/2}$. Acting with $c^\dagger=ua^\dagger+va$ gives

$$|1\rangle=(u-vt)\,a^\dagger|0\rangle=\frac1u\,a^\dagger|0\rangle .$$

Expanding the exponential, using $\|a^{\dagger n}|\mathrm{vac}\rangle\|^2=n!$ and $1/u^2=1-t^2$, one finds the probability of $2m+1$ bosons:

$$P_{2m+1}=\frac{(2m+1)!}{4^m m!^2}\,t^{2m}(1-t^2)^{3/2}.$$

For the film, the probabilities of finding 1, 3, 5 and 7 bosons are 0.451, 0.279, 0.143 and 0.069. An ideal measurement of $S_z$ returns $S$ minus an odd integer here, and $S$ minus an even integer in the ground state. The value 2.40 is a difference of two averages.

**What does equal one quantum**

The classical motion shows which quantity the manuscript has in mind. With $\dot{\mathbf S}=\mathbf S\times\mathbf b_{\rm eff}$ and $\mathbf b_{\rm eff}=(-DS_x/S,\,0,\,b)$, the linear equations are

$$\dot S_x=bS_y,\qquad \dot S_y=-(b+D)S_x .$$

Inserting $S_x=X\cos\omega t$ and $S_y=-Y\sin\omega t$ gives $\omega X=bY$ and $\omega Y=(b+D)X$. The axis ratio is thus $r=Y/X=\sqrt{(b+D)/b}$. The energy above the ground state is

$$E=\frac{(b+D)S_x^2+bS_y^2}{2S}=\frac{\omega XY}{2S},$$

since $(b+D)X^2=bY^2=\omega XY$. One quantum has $E=\omega$, that is $XY/(2S)=1$. This is the action, the area $\pi XY$ of the ellipse divided by $2\pi S$. The spin loss is instead a mean squared radius,

$$\overline{S-S_z}\simeq\frac{\overline{S_x^2+S_y^2}}{2S}=\frac{X^2+Y^2}{4S}.$$

Dividing it by the action gives

$$s=\frac{X^2+Y^2}{2XY}=\frac12\left(r+\frac1r\right),$$

which equals $A/\omega$. For the film $r=4.58$, and again $s=2.40$. At fixed area, a flatter ellipse has a larger mean squared radius.

**The angular momentum of the microwave field**

The second step of the manuscript assumes that what the photons deliver stays in the spins. Let the resonant drive be $h_x=p_xh\cos\omega t$, $h_y=-p_yh\sin\omega t$. It adds $Sh_x$ to $\dot S_y$ and $-Sh_y$ to $\dot S_x$, so the growing response is $S_x=X\sin\omega t$, $S_y=Y\cos\omega t$, with slowly increasing $X$ and $Y$. Averaged over a cycle, and neglecting the growth within one cycle, the absorbed power and the rate at which the drive removes $S_z$ are

$$\overline{h_x\dot S_x+h_y\dot S_y}=\frac{h\omega}2(p_xX+p_yY),$$
$$\overline{S_yh_x-S_xh_y}=\frac h2(p_xY+p_yX).$$

The spin removed by the drive per absorbed quantum is therefore

$$\ell=\frac{p_xY+p_yX}{p_xX+p_yY}.$$

It is 1 for a circular field that turns in the sense of the precession (the opposite sense, $p_y=-p_x$, gives $-1$), $r=4.58$ for a linear field along the normal, and $1/r=0.22$ for a linear field in the plane. The state reached is the same mode in each case, with loss $s=2.40$ per quantum. The difference is supplied by the demagnetizing torque, which removes $S_z$ at the rate $-DS_xS_y/S$. This averages to zero in free, undamped precession but in general not while the ellipse grows. Its share $s-\ell$ is $+1.40$, $-2.18$ and $+2.18$ for the three drives. Numerical integration of the undamped spin equation over a smooth 40-period pulse reproduces these values. The opposite torque acts on the body of the film, which the manuscript leaves out of the balance. The photon argument gives 1 for a circular drive in the sense of the precession, but that number is the photon's contribution and not the spin lost.

**Travelling spin waves**

The authors might reply that devices use waves and not the uniform mode. Let the wavevector $k$ lie in the plane at angle $\varphi$ to the magnetization, and assume a uniform profile across the thickness $d$.

A magnetization component along $x$ puts opposite charges on the two surfaces. A charged sheet $\sigma e^{i\mathbf k\cdot\mathbf r}$ has the potential $\sigma e^{-k|x-x_0|}/(2k)$. The two sheets give an average field $-f\sigma$ with

$$f=\frac{1-e^{-kd}}{kd}.$$

The demagnetizing factors along $x$ and $\mathbf k$ add up to one, so the factor along $\mathbf k$ is $1-f$. The transverse component $m_y$ has the projection $\sin\varphi$ on $\mathbf k$, and its field is projected back once more. Exchange energy $A_{\rm ex}k^2(m_x^2+m_y^2)$, compared with the field energy $\frac12M_sB_0(m_x^2+m_y^2)$, acts as an extra field $2A_{\rm ex}k^2/M_s$; call the corresponding energy $\lambda k^2$. The restoring energies are

$$\alpha_x=b+\lambda k^2+Df,\qquad \alpha_y=b+\lambda k^2+D(1-f)\sin^2\varphi .$$

With $A_k=(\alpha_x+\alpha_y)/2$ and $B_k=(\alpha_x-\alpha_y)/2$, the pair term now couples $\mathbf k$ to $-\mathbf k$, and $a_{\mathbf k}=uc_{\mathbf k}-vc^\dagger_{-\mathbf k}$. One magnon at $\mathbf k$ raises $\langle a^\dagger_{\mathbf k}a_{\mathbf k}\rangle$ by $u^2$ and $\langle a^\dagger_{-\mathbf k}a_{-\mathbf k}\rangle$ by $v^2$. The difference $u^2-v^2=1$ leaves the wave with one unit of wavevector $\mathbf k$, while the spin loss is the sum,

$$s=u^2+v^2=\frac{\alpha_x+\alpha_y}{2\sqrt{\alpha_x\alpha_y}} .$$

For $d=20$ nm and $A_{\rm ex}=13$ pJ/m, at the same field:

| Wave | $\omega$ (µeV) | $s$ |
|---|---|---|
| 500 nm, along $M$ | 27.7 | 2.18 |
| 500 nm, across $M$ | 48.7 | 1.39 |
| 50 nm, along $M$ | 88.3 | 1.03 |

For the first wave the gains are 1.59 bosons at $\mathbf k$ and 0.59 at $-\mathbf k$. Across the magnetization, the in-plane dipolar field stiffens the soft direction and rounds the ellipse. At 50 nm the exchange term adds the equivalent of 0.52 T in both directions, and $f$ falls to 0.37. The axis ratio is then 1.28, and the manuscript's counting is wrong by only 3%. Dividing the film into 20 layers and diagonalizing without an assumed profile changes $s$ by 0.5% for the wave across $M$, and by less for the other two; it lowers $\omega$ to 48.4 µeV for the wave across $M$ and to 88.2 µeV for the 50 nm wave.

**If "along the field" is not "along the magnetization"**

The manuscript uses the two phrases as synonyms. For a field tilted out of the plane by $\theta$ they differ. Let $S_n$ be the spin along the field. Since $H$ contains $-bS_n$, each level obeys $dE/db=-\langle S_n\rangle$, and subtracting the two levels gives the drop along the field,

$$s_n=\frac{d\omega}{db} .$$

For the in-plane field this is $(2b+D)/(2\omega)=A/\omega$, as before. In general the magnetization lies at an angle $\psi$ that minimizes $-b\cos(\psi-\theta)+\frac D2\sin^2\psi$:

$$b\sin(\psi-\theta)+\frac D2\sin2\psi=0 .$$

The second derivatives for a tilt within the plane of field and normal, and for a tilt out of it, are

$$\alpha_1=b\cos(\psi-\theta)+D\cos2\psi,\qquad \alpha_2=b\cos(\psi-\theta)-D\sin^2\psi,$$

and $\omega=\sqrt{\alpha_1\alpha_2}$. For 0.6 T at $60^\circ$ the magnetization stands $23.1^\circ$ out of the plane. The drop along the magnetization is 1.21, and its projection on the field is $1.21\cos36.9^\circ=0.97$. The derivative $d\omega/db$, with $\psi$ following the field, gives 0.65, and so does the macrospin diagonalization extrapolated as above.

The difference of $-0.32$ comes from a change in the mean transverse spin, whose projection on the field is a gain of $0.32$ and so reduces the drop. In a tilted field $H$ has cubic boson terms of order $S^{-1/2}$. They give $\langle a\rangle$ a shift of that order, and hence a transverse spin $\sqrt S\langle a\rangle$ of order one. The magnon rotates the equilibrium direction by an angle of order $1/S$, and the whole spin of length $S$ turns with it. The inequality $s\ge1$ thus belongs to the equilibrium axis and does not carry over to an arbitrary fixed axis.

**Bearing on real films**

The parameters are rough typical values for permalloy. Real films are damped. With a damping constant $\alpha=0.007$, the linear equations become, to first order in $\alpha$,

$$\dot S_x=bS_y-\alpha(b+D)S_x,\qquad \dot S_y=-(b+D)S_x-\alpha bS_y .$$

The amplitude decays at half the sum of the two damping coefficients, $\alpha(b+D/2)=\alpha A$. Relative to the frequency this is $\alpha s=0.017$, so the magnon is a well-defined but short-lived state, with an energy lifetime of 0.70 ns. This is less than five periods. The shares $s-\ell$ found above without damping therefore do not describe a long pulse in this film, where damping also exchanges angular momentum with the spins and many of the magnons created have decayed before the pulse ends. An in-plane anisotropy field of 0.5 mT along the static field lowers the uniform-mode $s$ by 0.01. At 300 K the uniform mode holds about 930 thermal quanta, whose spin loss is about $3\times10^{-6}$ of the spin of a 1 µm² element, so harmonic counting is reasonable for this mode alone. Thermal magnons of all wavelengths, estimated with a gapless quadratic bulk spectrum, amount to 2.4% of the spin; the corrections from their interactions with the counted mode are not computed here. With $g=2.1$, about 5% of the moment is orbital, so $s$ counts effective spin. The estimate for the 1 µm² element uses the $\omega$ and $s$ of the extended film. A 1 µm square of 20 nm thickness has an average in-plane demagnetizing field of about 30 mT, not small against 50 mT; with averaged demagnetizing factors $s$ falls to about 2.3, while the thermal share stays near $3\times10^{-6}$. The nonuniform internal field near the edges of patterned elements is not treated here.

**Requested correction**

For small precession angles, the number of magnons in a narrow band around $\omega$ is the stored energy divided by $\hbar\omega$; that relation needs no assumption about the spin carried by a magnon. If the authors wish to use the loss of $S_z$ in the same limit, they should measure it after the pulse, when the precession is free, average it over a precession cycle and divide it by $\hbar s$ for the mode they excite, with the field in the plane and along the magnetization. If the loss comes from the uniform mode of the film above alone, their present division by $\hbar$ overstates the number of magnons present at the time of measurement by a factor of 2.4.
